# Fermi Energy of a Hard-Wall Metal Slab at Fixed Mean Density: a program that tests the result

```python
"""
Result under test: free electrons between hard walls a distance L apart, at
fixed mean density n = kF^3/(3 pi^2), have a Fermi energy above the bulk
value EF by the leading relative fraction pi/(2 kF L).
Symbols: X = kF L/pi (bulk), x = k L/pi (slab Fermi wavevector k),
B2, B3 = Bernoulli polynomials of the fractional part of x.
Energies in eV from the flat interior potential, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.integrate import quad

pi = np.pi
# hbar^2/(2 m) in eV nm^2
H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
DOS2D = 1 / (2 * pi * H2M)      # states per eV nm^2, both spins


def fill(levels, areal_density):
    """Zero-temperature Fermi energy of parabolic subbands.
    Filling the lowest M subbands gives a trial energy for each M;
    the true one is the smallest of them."""
    count = np.arange(1, len(levels) + 1)
    return np.min((areal_density / DOS2D + np.cumsum(levels)) / count)


def hard_levels(width, kmax):
    j = np.arange(1, int(kmax * width / pi) + 12)
    return H2M * (pi * j / width)**2


def well_levels(width, k0):
    """Bound levels of a finite square well, by bisection."""
    j = np.arange(1, int(np.floor(k0 * width / pi + 1)) + 1)
    low, high = np.zeros(len(j)), np.full(len(j), k0)
    for _ in range(70):
        mid = (low + high) / 2
        above = mid * width + 2 * np.arcsin(mid / k0) > pi * j
        high = np.where(above, mid, high)
        low = np.where(above, low, mid)
    return H2M * ((low + high) / 2)**2


def B2(t):
    return t * t - t + 1 / 6


def B3(t):
    return t**3 - 1.5 * t**2 + 0.5 * t


def wall_factor(s):
    return 1 - 4 / pi * ((1 - s * s / 2) * np.arcsin(1 / s)
                         + 0.5 * np.sqrt(s * s - 1))


# ---- example: rough aluminium-like film
n = 180.0            # electrons per nm^3, rough
L = 2.0              # nm
work_function = 4.0  # eV, rough
T = 300.0            # K
kF = (3 * pi**2 * n)**(1 / 3)
EF = H2M * kF**2


def slab_energy(width):
    return fill(hard_levels(width, kF), n * width)


Es = slab_energy(L)
k_slab = np.sqrt(Es / H2M)
X = kF * L / pi
x = k_slab * L / pi
lead = pi / (2 * kF * L)
second = (3 / 16 + B2((X + 0.25) % 1)) / X**2

# ---- test: hard-wall levels against finite differences
points = 2000
h = L / points
hop = H2M / h**2
fd = eigh_tridiagonal(np.full(points - 1, 2 * hop),
                      np.full(points - 2, -hop), eigvals_only=True,
                      select='v', select_range=(0, EF + 1))
fd_error = np.max(np.abs(fd - hard_levels(L, kF)[:len(fd)]))
assert len(fd) >= 10 and fd_error < 3e-3

# ---- test: explicit count of plane-wave states in a wide periodic box
side = 100.0
m = np.arange(-300, 301) * 2 * pi / side
q2 = np.sort((m[:, None]**2 + m[None, :]**2).ravel())
kz2 = (pi * np.arange(1, int(x) + 1) / L)**2
counted = 2 * np.sum(np.searchsorted(q2, k_slab**2 - kz2)) / (side**2 * L)
assert abs(counted / n - 1) < 1e-3

# ---- test: overestimate at every thickness, closed sum, expansion
scan = np.concatenate([np.linspace(0.05, 40, 1600),
                       np.linspace(50, 300, 173)])
worst = 0.0
for XF in scan:
    ratio = slab_energy(XF * pi / kF) / EF
    assert ratio > 1
    xs = XF * np.sqrt(ratio)
    t = xs - np.floor(xs)
    closed = xs**3 - 0.75 * xs**2 - 1.5 * xs * B2(t) + B3(t) / 2
    assert abs(closed - XF**3) < 1e-9 * max(1, xs**3)
    if XF >= 3:
        guess = 1 / (2 * XF) + (3 / 16 + B2((XF + 0.25) % 1)) / XF**2
        worst = max(worst, abs(ratio - 1 - guess) * XF**3)
assert worst < 1.0      # remainder is of third order
far = 300.0
lead_ratio = (slab_energy(far * pi / kF) / EF - 1) * 2 * far
assert abs(lead_ratio - 1) < 0.005

# ---- test: interior density is raised by 3 pi/(4 kF L)
Lbig = 100 * pi / kF
kb2 = slab_energy(Lbig) / H2M
kj = pi * np.arange(1, int(np.sqrt(kb2) * Lbig / pi) + 1) / Lbig
z = np.linspace(Lbig / 4, 3 * Lbig / 4, 20001)
profile = np.zeros_like(z)
for kk in kj:
    profile += 2 / Lbig * np.sin(kk * z)**2 * (kb2 - kk**2) / (2 * pi)
mean_inside = np.sum((profile[1:] + profile[:-1]) / 2) / (len(z) - 1)
interior_ratio = (mean_inside / n - 1) / (3 * pi / (4 * kF * Lbig))
assert abs(interior_ratio - 1) < 0.03

# ---- test: walls moved outward cancel the leading term
shift = 3 * pi / (8 * kF)


def moved_energy(width):
    return fill(hard_levels(width + 2 * shift, kF), n * width)


for XF in np.linspace(5, 200, 391):
    wide = XF + 0.75
    rest = moved_energy(XF * pi / kF) / EF - 1
    assert abs(rest - B2(wide % 1) / wide**2) * wide**3 < 1.0
Emoved = moved_energy(L)

# ---- finite barrier: levels and leading factor
V0 = EF + work_function
k0 = np.sqrt(V0 / H2M)
h = 0.001
zc = (np.arange(4000) + 0.5) * h           # 1 nm of barrier on each side
pot = np.where((zc > 1) & (zc < 1 + L), 0.0, V0)
hop = H2M / h**2
fdw = eigh_tridiagonal(2 * hop + pot, np.full(3999, -hop),
                       eigvals_only=True, select='v',
                       select_range=(0, EF + 1))
wl = well_levels(L, k0)
fdw_error = np.max(np.abs(fdw - wl[:len(fdw)]))
assert len(fdw) >= 10 and fdw_error < 5e-3
for s in (1.05, k0 / kF, 3.0, 30.0):
    Lw = 400 * pi / kF
    ex = fill(well_levels(Lw, s * kF), n * Lw) / EF - 1
    assert abs(ex * 800 - wall_factor(s)) < 0.01
    direct = quad(lambda t: (1 - t * t) / np.sqrt(s * s - t * t), 0, 1)[0]
    assert abs(1 - 4 / pi * direct - wall_factor(s)) < 1e-8
Ewell = fill(wl, n * L)
assert Ewell < V0

# ---- mass normal to the slab differs from the in-plane mass


def normal_mass(width, mz):
    levels = hard_levels(width, 2 * kF) / mz
    return fill(levels, n * width), EF * mz**(-1 / 3)


a, b = normal_mass(200 * pi / kF, 2.0)
assert abs((a / b - 1) * 400 * 2**(1 / 3) - 1) < 0.01
Em, EFm = normal_mass(L, 1.1)

# ---- temperature: bulk and slab chemical potentials
kT = const.k * T / const.e
u = np.linspace(-40, 40, 8001)
weight = 1 / (4 * np.cosh(u / 2)**2)
weight /= weight.sum()
mu_bulk = brentq(lambda v: np.sum(weight * (v + kT * u)**1.5) / EF**1.5 - 1,
                 EF - 0.1, EF + 0.1, xtol=1e-13)
sommerfeld = -pi**2 / 12 * kT**2 / EF
assert abs((mu_bulk - EF) / sommerfeld - 1) < 0.01
hl = hard_levels(L, kF)
mu_slab = brentq(lambda v: DOS2D * kT * np.sum(
    np.logaddexp(0, (v - hl) / kT)) / (n * L) - 1, Es - 0.5, Es + 0.5,
    xtol=1e-13)
assert abs(mu_slab - Es) < 1e-3

# ---- thickness for a leading error of 0.05 eV
target = 0.05
L_need = pi * EF / (2 * kF * target)
ex_need = slab_energy(L_need) - EF
assert abs(ex_need / target - 1) < 0.05

print(f"electron density (rough, input)       {n:.0f} nm^-3")
print(f"slab thickness (input)                {L:.1f} nm")
print(f"work function (rough, input)          {work_function:.1f} eV")
print(f"hbar^2/(2m)                           {H2M:.6f} eV nm^2")
print(f"bulk Fermi wavevector kF              {kF:.3f} nm^-1")
print(f"bulk Fermi energy EF                  {EF:.4f} eV")
print(f"kF L                                  {kF*L:.3f}")
print(f"X = kF L/pi                           {X:.4f}")
print(f"x = k L/pi in the slab                {x:.4f}")
print(f"occupied subbands                     {int(x)}")
print(f"slab Fermi energy                     {Es:.4f} eV")
print(f"exact excess                          {Es-EF:.4f} eV")
print(f"exact excess fraction                 {100*(Es/EF-1):.3f} %")
print(f"leading fraction pi/(2 kF L)          {100*lead:.3f} %")
print(f"leading excess                        {lead*EF:.4f} eV")
print(f"second-order fraction                 {100*second:.3f} %")
print(f"leading + second-order excess         {(lead+second)*EF:.4f} eV")
print("thickness series: L, leading, two-term, exact excess")
for w in (1.0, 2.0, 4.0, 8.0, 16.0):
    XF = kF * w / pi
    one = 1 / (2 * XF)
    two = one + (3 / 16 + B2((XF + 0.25) % 1)) / XF**2
    print(f"  {w:4.1f} nm  {one*EF:.4f}  {two*EF:.4f}"
          f"  {slab_energy(w)-EF:.4f} eV")
print(f"thickness for leading error 0.05 eV   {L_need:.2f} nm")
print(f"exact excess at that thickness        {ex_need:.4f} eV")
print(f"exact/leading excess at X = 300       {lead_ratio:.5f}")
print(f"largest remainder times X^3, X >= 3   {worst:.3f}")
print(f"box-count density / n                 {counted/n:.5f}")
print(f"level error, hard wall vs grid        {fd_error:.1e} eV")
print(f"level error, finite wall vs grid      {fdw_error:.1e} eV")
print(f"interior density rise 3pi/(4 kF L)    {150*lead:.2f} %")
print(f"measured/predicted rise at X = 100    {interior_ratio:.4f}")
print(f"outward wall shift 3pi/(8 kF)         {shift:.4f} nm")
print(f"excess after wall shift               {Emoved-EF:.4f} eV")
print(f"finite barrier height V0              {V0:.4f} eV")
print(f"s = k0/kF                             {k0/kF:.4f}")
print(f"finite-wall factor g                  {wall_factor(k0/kF):.4f}")
print(f"leading excess times g                "
      f"{lead*EF*wall_factor(k0/kF):.4f} eV")
print(f"finite-wall exact excess              {Ewell-EF:.4f} eV")
print(f"excess with normal mass 1.1 m         {Em-EFm:.4f} eV")
print(f"temperature (input)                   {T:.0f} K")
print(f"thermal energy kT                     {kT:.5f} eV")
print(f"bulk thermal shift                    {mu_bulk-EF:.2e} eV")
print(f"slab thermal shift, magnitude         {abs(mu_slab-Es):.7f} eV")
print("PASS")
```

Printed output:

```
electron density (rough, input)       180 nm^-3
slab thickness (input)                2.0 nm
work function (rough, input)          4.0 eV
hbar^2/(2m)                           0.038100 eV nm^2
bulk Fermi wavevector kF              17.468 nm^-1
bulk Fermi energy EF                  11.6248 eV
kF L                                  34.935
X = kF L/pi                           11.1202
x = k L/pi in the slab                11.3727
occupied subbands                     11
slab Fermi energy                     12.1589 eV
exact excess                          0.5341 eV
exact excess fraction                 4.594 %
leading fraction pi/(2 kF L)          4.496 %
leading excess                        0.5227 eV
second-order fraction                 0.098 %
leading + second-order excess         0.5341 eV
thickness series: L, leading, two-term, exact excess
   1.0 nm  1.0454  1.1207  1.1295 eV
   2.0 nm  0.5227  0.5341  0.5341 eV
   4.0 nm  0.2613  0.2638  0.2638 eV
   8.0 nm  0.1307  0.1316  0.1316 eV
  16.0 nm  0.0653  0.0656  0.0656 eV
thickness for leading error 0.05 eV   20.91 nm
exact excess at that thickness        0.0501 eV
exact/leading excess at X = 300       1.00111
largest remainder times X^3, X >= 3   0.286
box-count density / n                 1.00003
level error, hard wall vs grid        2.8e-04 eV
level error, finite wall vs grid      3.1e-04 eV
interior density rise 3pi/(4 kF L)    6.74 %
measured/predicted rise at X = 100    1.0050
outward wall shift 3pi/(8 kF)         0.0674 nm
excess after wall shift               0.0049 eV
finite barrier height V0              15.6248 eV
s = k0/kF                             1.1593
finite-wall factor g                  0.1922
leading excess times g                0.1004 eV
finite-wall exact excess              0.1013 eV
excess with normal mass 1.1 m         0.5045 eV
temperature (input)                   300 K
thermal energy kT                     0.02585 eV
bulk thermal shift                    -4.73e-05 eV
slab thermal shift, magnitude         0.0000000 eV
PASS
```
